# The Langmuir–McLean Relation for Surface Segregation, at Equilibrium and During Growth

**Q.** I am told that a crystal of B atoms with a few percent of A can carry a surface that is half A. Yet in the example you gave me an A atom has energy $-3.10$ eV at the surface and $-3.40$ eV in the bulk. It prefers the bulk. Why should it come up?

**A.** Because no site is left empty. An A atom reaches the surface by changing places with a B atom, and B has its own preference. In the same example B has $-3.00$ eV at the surface and $-3.50$ eV in the bulk. Bringing A up costs 0.30 eV, but sending B down gains 0.50 eV. The quantity that matters is the energy of the whole exchange,

$$E_{\rm seg}=(e_{A,s}+e_{B,b})-(e_{A,b}+e_{B,s}),$$

where $s$ and $b$ denote surface and bulk. Here it is $-6.60+6.40=-0.20$ eV. With this sign convention, a negative value favours A at the surface. These are round model parameters, not those of a particular material.

**Q.** That is one exchange. A real surface has many A atoms. Do you simply add up the exchanges?

**A.** Yes, under an assumption: the energy of an atom depends on its species and on whether its site is surface or bulk, but not on its neighbours. Take $N_s$ surface sites, $N_b$ bulk sites, one atom on each, and $M$ atoms of A in total. If $n$ of them are at the surface, there are $M-n$ A atoms in the bulk, $N_s-n$ B atoms at the surface and $N_b-M+n$ B atoms in the bulk. The energy is

$$E=n e_{A,s}+(M-n)e_{A,b}+(N_s-n)e_{B,s}+(N_b-M+n)e_{B,b}.$$

Collecting the terms proportional to $n$ gives

$$E=E_0+nE_{\rm seg},\qquad E_0=Me_{A,b}+N_se_{B,s}+(N_b-M)e_{B,b}.$$

$E_0$ is the same for every arrangement and drops out of all averages.

**Q.** Then the lowest energy has as many A atoms as possible at the surface. Why would it stop at half?

**A.** Because there are far more ways to place A atoms in a large bulk. The $n$ surface atoms can be arranged in $\binom{N_s}{n}$ ways and the others in $\binom{N_b}{M-n}$ ways. At temperature $T$ the statistical weight of finding $n$ is

$$W(n)=\binom{N_s}{n}\binom{N_b}{M-n}e^{-nE_{\rm seg}/k_BT}.$$

I have assumed that vibrations give each atom a factor independent of its site, so that these factors cancel. If they are $q_{A,s}$, $q_{A,b}$ and so on, each exchange brings an extra factor $q_{A,s}q_{B,b}/(q_{A,b}q_{B,s})$, and $E_{\rm seg}$ must be replaced by $E_{\rm seg}-k_BT\ln[q_{A,s}q_{B,b}/(q_{A,b}q_{B,s})]$.

**Q.** I could now apply Stirling's formula and look for the maximum of $W$. I would rather not approximate before I have to.

**A.** You need not. Compare neighbouring weights. From the factorials,

$$\frac{\binom{N_s}{n+1}}{\binom{N_s}{n}}=\frac{N_s-n}{n+1},\qquad \frac{\binom{N_b}{M-n-1}}{\binom{N_b}{M-n}}=\frac{M-n}{N_b-M+n+1}.$$

With $K=e^{-E_{\rm seg}/k_BT}$, multiplying these ratios and clearing the denominators gives

$$(n+1)(N_b-M+n+1)\,W(n+1)=K(N_s-n)(M-n)\,W(n).$$

Now sum over $n$. On the left, rename $n+1$ as $n$. The end terms cause no trouble: the left factor $n(N_b-M+n)$ vanishes at the smallest possible $n$, and the right factor $(N_s-n)(M-n)$ vanishes at the largest. Both sums therefore cover the full range, and dividing by $\sum_n W(n)$ gives

$$\langle n(N_b-M+n)\rangle=K\,\langle (N_s-n)(M-n)\rangle .$$

The left side is the mean number of pairs with A at the surface and B in the bulk. The right side contains the mean number of pairs the other way round. Each exchange turns one kind of pair into the other, so this is a balance of exchanges, and it holds for any size of system.

**Q.** It is a statement about averages of products. I measure compositions, which are averages of single numbers.

**A.** The difference is a fluctuation. Let $x_s=\langle n\rangle/N_s$ and $x_b=(M-\langle n\rangle)/N_b$ be the mean A fractions, and use $\langle n^2\rangle=\langle n\rangle^2+\mathrm{Var}(n)$. Both products contain $+n^2$, so both gain the same variance. Dividing by $N_sN_b$ and writing $v=\mathrm{Var}(n)/(N_sN_b)$,

$$x_s(1-x_b)+v=K\left[(1-x_s)x_b+v\right],$$

$$x_s(1-x_b)-K(1-x_s)x_b=(K-1)v .$$

Since $n$ lies between 0 and $N_s$, it is never further than $N_s/2$ from the midpoint, so $\mathrm{Var}(n)\le N_s^2/4$ and $v\le N_s/(4N_b)$. When the bulk is much larger than the surface, $v$ vanishes. At fixed compositions between 0 and 1 we are left with

$$\boxed{\frac{x_s}{1-x_s}=\frac{x_b}{1-x_b}\,e^{-E_{\rm seg}/k_BT}}$$

This is the Langmuir–McLean relation.

**Q.** Your bound needs $N_b\gg N_s$. What if the two regions are comparable, but both large?

**A.** Then the bound is too weak, and the width of $W(n)$ is needed. Here Stirling's formula is useful. For a layer of $N$ sites with $m$ A atoms, $\ln\binom{N}{m}\approx N\ln N-m\ln m-(N-m)\ln(N-m)$, whose second derivative is

$$-\frac1m-\frac1{N-m}=-\frac{1}{Nx(1-x)},\qquad x=\frac mN .$$

The energy term in $\ln W$ is linear in $n$ and has no curvature. Near its maximum $W$ is a Gaussian whose inverse variance is minus the total curvature:

$$\frac1{\mathrm{Var}(n)}\approx\frac1{N_sx_s(1-x_s)}+\frac1{N_bx_b(1-x_b)} .$$

The variance grows in proportion to the size, while $N_sN_b$ grows as its square. So $v$ falls as one over the size, even for two equal layers.

**Q.** How bad is the relation for a small system?

**A.** It can be poor. At 800 K, $k_BT=0.06894$ eV and $K=e^{0.20/0.06894}=18.195$. For 4 surface sites, 6 bulk sites and 4 A atoms, listing every arrangement gives a ratio of mean pair numbers of 18.195, as the balance demands. The ratio formed from the mean compositions is 32.257.

For larger systems, dividing the fluctuation equation by $(1-x_s)x_b$ gives the apparent constant

$$K_{\rm app}=\frac{x_s(1-x_b)}{(1-x_s)x_b}=K+\frac{(K-1)v}{(1-x_s)x_b}.$$

With nine bulk sites per surface site and 10 % A overall, it is 19.455, 18.312 and 18.206 for 10, 100 and 1000 surface sites. In the last case the curvature formula gives a variance of 162.20, so $v=162.20/(1000\times9000)=1.80\times10^{-5}$. The predicted error is

$$\frac{17.195\times1.80\times10^{-5}}{0.4888\times0.0543}\approx0.0117,$$

in agreement with the exact sum.

**Q.** Then take a large bulk with 5 % A. Where does the half-covered surface come from?

**A.** Solve the relation for $x_s$. Multiplying out gives $x_s(1-x_b)=Kx_b-Kx_sx_b$, and collecting $x_s$ gives

$$x_s=\frac{Kx_b}{1-x_b+Kx_b}.$$

At 800 K this is $0.910/(0.950+0.910)=0.489$. For $K>1$ and $Kx_b\ll1$ the result reduces to $x_s\approx Kx_b$: each A atom finds a surface of B atoms to exchange with. Here $Kx_b=0.91$, which is not small, and the linear estimate would be nearly twice the correct value. The factor $1-x_s$ in the relation accounts for surface sites already occupied by A. In the opposite limit, $Kx_b\gg1-x_b$, the remaining B fraction is $1-x_s\approx(1-x_b)/(Kx_b)$, and the surface saturates.

**Q.** Heating should help atoms reach the surface. Do I get more A by heating?

**A.** Not at equilibrium with negative $E_{\rm seg}$. With constant $E_{\rm seg}$, heating lowers $K$ towards one, where $x_s=x_b$. If the vibrational factors do not cancel, $K$ tends instead to the high-temperature value of their ratio. At $x_b=0.05$ the surface fraction is 0.716 at 600 K, 0.489 at 800 K and 0.349 at 1000 K. What heating can help is the approach to equilibrium. In a mean-field rate model of two equal layers,

$$\frac{dx_s}{dt}=k_\uparrow x_b(1-x_s)-k_\downarrow x_s(1-x_b),\qquad \frac{k_\uparrow}{k_\downarrow}=K .$$

Setting the rate to zero returns the relation. Now raise $x_s$ by a small $\delta$ and lower $x_b$ by the same amount. To first order in $\delta$,

$$\frac{d\delta}{dt}=-\left[k_\uparrow(1-x_s+x_b)+k_\downarrow(1-x_b+x_s)\right]\delta .$$

For these two layers to equilibrate with each other, the bracket times the time available must be much larger than one. For a crystal this is necessary but not sufficient. Two closed layers that both start at 5 % A hold only 0.10 of a monolayer between them, while raising the surface from 0.05 to 0.489 takes the A content of about nine bulk layers. That A must diffuse up through the bulk, which takes far longer. If exchange has to cross energy barriers, cooling reduces both rates, and a cold surface can fall short of the enrichment that equilibrium predicts.

**Q.** During growth that time is short, and the surface is soon buried. There is no fixed bulk composition to put into your formula.

**A.** Then the model must say which layers exchange. Suppose each new layer arrives with A fraction $x_0$, equilibrates with the layer just beneath it, and the lower layer then freezes. After layer $n$, let $x_s(n)$ be the surface fraction and $x_b(n)$ the fraction frozen below. Exchange conserves A, so

$$x_s(n)+x_b(n)=x_s(n-1)+x_0\equiv S .$$

The two layers are equal in size but large, so the relation applies between them. Writing $x$ for $x_s(n)$ and inserting $x_b=S-x$,

$$x(1-S+x)=K(1-x)(S-x).$$

Expanding both sides gives $x-Sx+x^2=K(S-x-Sx+x^2)$, or

$$(K-1)x^2-Bx+KS=0,\qquad B=K(1+S)+1-S .$$

**Q.** A quadratic has two roots. Which one is the surface?

**A.** The left side equals $K(1-x)(S-x)-x(1-S+x)$. For $0<S<2$ it is positive at the smallest allowed $x$, which is 0 or $S-1$, whichever is larger. It is negative at the largest, $S$ or 1, whichever is smaller. One root therefore lies in the allowed range. For $K>1$ the parabola opens upwards, so the other root lies above that range and we need the smaller one. Multiplying numerator and denominator by $B+\sqrt{B^2-4K(K-1)S}$,

$$x_s(n)=\frac{B-\sqrt{B^2-4K(K-1)S}}{2(K-1)}=\frac{2KS}{B+\sqrt{B^2-4K(K-1)S}} .$$

Start on pure B at 800 K with $x_0=0.05$. For the first layer $S=0.05$, $B=20.055$ and the square root is 18.429. Hence $x_s=1.8195/38.484=0.0473$, and 0.0027 is left below, in the top layer of the substrate. A direct minimization of the two-layer free energy agrees with this formula at every layer tested.

**Q.** So the buried crystal has almost none of the A that I supply. Does it ever reach 5 %?

**A.** Yes, it approaches 5 % as the surface approaches a steady composition. In a steady state $x_s(n)=x_s(n-1)$, and conservation gives $x_b=x_0$. The surface then obeys the Langmuir–McLean relation with $x_0$ as the bulk composition, so $x_s=0.489$ again.

The approach is steady too. Let $x_s^*$ be the steady value. Subtracting the steady balance from the balance for layer $n$,

$$[x_s(n)-x_s^*]+[x_b(n)-x_0]=x_s(n-1)-x_s^* .$$

Since $x_b$ rises with $x_s$ in the relation, the two brackets have the same sign. The deviation therefore shrinks without changing sign, and it can settle nowhere but at zero. For small deviations, differentiating the logarithm of the relation gives

$$\frac{dx_s}{x_s(1-x_s)}=\frac{dx_b}{x_b(1-x_b)},\qquad \frac{dx_b}{dx_s}=\frac{0.0475}{0.250}=0.19 ,$$

so each layer multiplies the deviation by $1/1.19=0.84$. The surface fraction is 0.344 after 10 layers, 0.459 after 20 and 0.488 after 40. The frozen fractions are 0.028, 0.045 and 0.050.

Adding the conservation equation over all layers shows where the missing A went:

$$x_s(N)=\sum_{n=1}^{N}[x_0-x_b(n)]\quad\text{for } x_s(0)=0 .$$

At the steady state the surface stores 0.489 of a monolayer, the A content of about $0.489/0.05\approx9.8$ supplied layers.

**Q.** And if I then close the source of A, does the crystal become pure B at once?

**A.** No, the stored A is carried upwards and released gradually. When $x_s$ is small, $x_b\approx x_s/K$. With $x_0=0$, conservation gives $x_s(n)(1+1/K)=x_s(n-1)$, so each layer keeps the fraction

$$R=\frac{K}{1+K}=\frac{18.195}{19.195}=0.948 .$$

The decay length is $-1/\ln R=18.7$ layers. The first step is faster: the surface falls from 0.489 to 0.447, a factor of 0.913. The reason is saturation. Solving the relation for $x_b$ gives

$$\frac{x_b}{x_s}=\frac1{K-(K-1)x_s},$$

which increases with $x_s$. A crowded surface leaves a larger share of its A behind. After 50 layers the surface still holds 0.022, and after 100 layers 0.0015. The upper interface is smeared even though the supply stopped abruptly.

**Q.** All this uses one constant $E_{\rm seg}$. Surely an A atom notices whether its neighbours are A?

**A.** It may, and then the constant is lost. Let the surface be a closed row in which each site has two surface neighbours, and let every adjacent A–A pair add an energy $w$. The bulk is large and ideal. From the binomial ratio above, taking one A atom from the bulk and returning a B atom contributes the factor $x_b/(1-x_b)$. A row with $n$ A atoms and $p$ adjacent pairs thus has weight

$$z^n e^{-pw/k_BT},\qquad z=\frac{x_b}{1-x_b}e^{-E_{\rm seg}/k_BT}.$$

Define the apparent segregation energy as $E_{\rm app}=-k_BT\ln K_{\rm app}$. For $x_b\to0$ the few surface A atoms are isolated, $x_s/(1-x_s)\to z$, and $E_{\rm app}\to E_{\rm seg}$. For $x_b\to1$ the row is nearly all A. Replacing one A by B removes one factor $z$ and two pairs, so the chance that a given site holds B tends to $z^{-1}e^{2w/k_BT}$. Hence $x_s/(1-x_s)\to z\,e^{-2w/k_BT}$ and $E_{\rm app}\to E_{\rm seg}+2w$.

**Q.** Is that a noticeable change when $w$ is small?

**A.** For a ring of 10 sites with $w=-0.02$ eV, $E_{\rm app}$ is $-0.200$ eV in the dilute limit, $-0.223$ eV at $x_b=0.05$, $-0.239$ eV at $x_b=0.5$ and $-0.240$ eV as $x_b\to1$. More than half of the shift has occurred at 5 % bulk A, because the surface is by then already rich in A. With one more digit the value at 5 % is $-0.2226$ eV, which gives $x_s/(1-x_s)\approx1.33$, or $x_s\approx0.57$ instead of 0.49. A segregation energy fitted at one composition should therefore not be carried to another without checking that it stays constant. The numerical output lists the values for each case.

## Calculated quantities

```
Site energies A surface, A bulk: -3.10, -3.40 eV
Site energies B surface, B bulk: -3.00, -3.50 eV
Segregation energy E_seg: -0.20 eV
Temperature: 800 K, kB*T: 0.06894 eV
Exchange constant K: 18.195
Small lattice: 4 surface sites, 6 bulk sites, 4 A atoms
  ratio of mean pair numbers: 18.195
  ratio built from mean compositions: 32.257
Finite size (Nb = 9 Ns, overall A fraction 0.1):
  Ns = 10: xs = 0.5219, xb = 0.0531, apparent K = 19.455
  Ns = 100: xs = 0.5121, xb = 0.0542, apparent K = 18.312
  Ns = 1000: xs = 0.5112, xb = 0.0543, apparent K = 18.206
  Ns = 1000: variance exact 162.26, from curvature 162.20
  Ns = 1000: K error exact 0.01168, predicted 0.01167
Surface fraction at bulk fraction 0.05:
  600 K: K = 47.855, xs = 0.7158
  800 K: K = 18.195, xs = 0.4892
  1000 K: K = 10.185, xs = 0.3490
Growth with supplied fraction x0 = 0.05 at 800 K:
  layer 1: surface 0.0473, frozen below 0.0027
  layer 2: surface 0.0918, frozen below 0.0055
  layer 5: surface 0.2079, frozen below 0.0142
  layer 10: surface 0.3444, frozen below 0.0281
  layer 20: surface 0.4590, frozen below 0.0446
  layer 40: surface 0.4882, frozen below 0.0498
  layer 200: surface 0.4892, frozen below 0.0500
Supply of A stopped after layer 200:
  1 layers later: surface 0.4467, frozen below 0.0425
  10 layers later: surface 0.2272, frozen below 0.0159
  20 layers later: surface 0.1211, frozen below 0.0075
  50 layers later: surface 0.0223, frozen below 0.0012
  100 layers later: surface 0.0015, frozen below 0.0001
Dilute decay factor R: 0.9479 per layer
  last computed ratio: 0.9479
  dilute decay length: 18.69 layers
Ring of 10 surface sites, A-A pair energy w = -0.02 eV:
  xb = 0.000001: apparent segregation energy -0.2000 eV
  xb = 0.050000: apparent segregation energy -0.2226 eV
  xb = 0.500000: apparent segregation energy -0.2386 eV
  xb = 0.999999: apparent segregation energy -0.2400 eV
```
